# The Luttinger-Ward Functional from Closed Skeleton Diagrams

## The question

An electron in a molecule or solid moves among other electrons, and its propagator $G$ differs from the propagator $G_0$ of an independent electron. The difference is expressed by the self-energy $\Sigma=G_0^{-1}-G^{-1}$. The particles that scatter the electron are themselves described by $G$, and, order by order in the interaction, $\Sigma$ can be written as a functional $\Sigma[G]$, as shown below.

This functional is a matrix of functions, one for each pair of labels. Such a collection need not be the gradient of a single scalar. Here it is: there is a functional $\Phi[G]$ with

$$\Phi=\sum_{n\ge1}\frac1{2n}\,\mathrm{Tr}\,\Sigma_n G,\qquad \frac{\delta\Phi}{\delta G_{yx}}=\Sigma_{xy}, \tag{1}$$

where $\Sigma_n$ collects the skeleton self-energy diagrams of order $n$ in the interaction. Equation (1) is proved order by order; convergence of the series is not claimed. The factor $1/(2n)$ would follow at once if it were true that all $2n$ lines of a closed skeleton diagram are equivalent by symmetry. For a single closed skeleton this can fail from $n=3$ on, and the proof shows what replaces it.

## Conventions

Let $x$ stand for orbital, spin and imaginary time, with the interval $\beta$ cut into fine slices so that there are finitely many labels, $N$ in all. The partition function is the Grassmann integral

$$Z=\int e^{\bar\psi M\psi-S_{\rm int}},\qquad S_{\rm int}=\tfrac12\sum_{xy}v_{xy}n_xn_y,\qquad n_x=\bar\psi_x\psi_x,$$

with $v_{xy}=v_{yx}$. For an instantaneous interaction $v$ connects equal times. In $n_x$ the factor $\bar\psi$ belongs to the slice just after that of $\psi$, so an equal-time $G$ means $\tau=0^-$, and its diagonal element is an occupation. No anomalous (pairing) propagators are included.

Define $G_{xy}=-\langle\psi_x\bar\psi_y\rangle$. The Gaussian integral gives $G_0=M^{-1}$. Since $M_{yx}$ multiplies $\bar\psi_y\psi_x=-\psi_x\bar\psi_y$ in the exponent,

$$\frac{\partial\ln Z}{\partial M_{yx}}=\langle\bar\psi_y\psi_x\rangle=G_{xy}. \tag{2}$$

## Closed diagrams as permutations

Order $n$ of $e^{-S_{\rm int}}$ has $2n$ vertices; interaction $k$ joins vertices $2k-1$ and $2k$. Each $n_x=-\psi_x\bar\psi_x$, so Wick's theorem gives

$$\langle n_{x_1}\cdots n_{x_{2n}}\rangle_0=(-1)^{2n}\det(-G_0)=\det G_0(x_a,x_b)=\sum_\pi(-1)^L\prod_aG_0(x_{\pi(a)},x_a).$$

A permutation with $L$ cycles has sign $(-1)^{2n-L}=(-1)^L$. It is a diagram: a line runs from each vertex $a$ to $\pi(a)$, and the cycles are the fermion loops. With

$$D_\pi[G]=\sum_{x_1\ldots x_{2n}}\prod_kv(x_{2k-1},x_{2k})\prod_aG(x_{\pi(a)},x_a),$$

order $n$ of $Z/Z_0$ is $\frac{(-1)^n}{2^nn!}\sum_\pi(-1)^LD_\pi[G_0]$.

Let $C_k$ be $(-1)^k2^{-k}\sum(-1)^LD_\pi$ over connected diagrams with $k$ labelled interactions. Signs and values of disconnected parts multiply. Interactions can be distributed over $r$ parts of sizes $k_i$ in $n!/(r!\prod k_i!)$ ways, where $r!$ removes the order of the parts. Hence $Z/Z_0=\sum_r\frac1{r!}(\sum_kC_k/k!)^r$, and

$$W\equiv\ln\frac Z{Z_0}=\sum_n\frac{(-1)^n}{2^nn!}\sum_{\pi\ \rm connected}(-1)^LD_\pi[G_0]. \tag{3}$$

## The counting lemma

The interactions can be renumbered in $n!$ ways and the ends of each exchanged, giving $2^nn!$ relabelings. Let them act on pairs $(\pi,a)$: a connected diagram with one marked line $a\to\pi(a)$, the root.

Suppose a relabeling leaves a pair unchanged. It fixes vertex $a$. Because it preserves lines and interactions, it also fixes the next and previous vertices along the loop and the interaction partner of $a$. Repeating this reaches every vertex of a connected diagram, so the relabeling is the identity. Every distinct rooted diagram therefore appears as $2^nn!$ labelled pairs. For any quantity $F$ that does not depend on labeling,

$$\frac1{2^nn!}\sum_\pi\sum_{a=1}^{2n}F(\pi,a)=\sum_{\text{distinct rooted}}F. \tag{4}$$

The unrooted diagram may have symmetries. If $|{\rm Aut}|$ relabelings leave it unchanged, none except the identity fixes a line, so its lines fall into $2n/|{\rm Aut}|$ inequivalent classes of $|{\rm Aut}|$ lines each.

## Self-energy diagrams have weight one

From $G_0=M^{-1}$ we have $\partial (G_0)_{pq}/\partial M_{yx}=-(G_0)_{py}(G_0)_{xq}$. Equation (2) applied to $\ln Z=\ln Z_0+W$ gives

$$G=G_0+G_0TG_0,\qquad T_{qp}=-\frac{\partial W}{\partial(G_0)_{pq}}.$$

Differentiation removes each line in turn. By (4), $T$ is the sum of all distinct rooted connected diagrams with the root removed, each with weight one. The sign is $-(-1)^{n+L}$. Removing the root opens one loop, so $\ell=L-1$ closed loops remain and the sign is $(-1)^{n+\ell}$.

In a part containing neither external vertex, each vertex has one incoming and one outgoing line, so as many lines enter the part as leave it. One cut line therefore cannot detach such a part; if it disconnects a $T$ diagram, it separates the two external vertices. Thus $T$ is a chain of irreducible pieces, those that no single cut disconnects. Both $n$ and $\ell$ add along the chain, so signs multiply. With $\Sigma^*$ the sum of irreducible diagrams, $T=\Sigma^*+\Sigma^*G_0\Sigma^*+\dots$, hence $G^{-1}=G_0^{-1}-\Sigma^*$ and $\Sigma^*=\Sigma$.

## From $G_0$ to $G$: skeletons

In an irreducible self-energy diagram, call a nonempty set $A$ of interactions an insertion if it contains no external vertex and exactly one line enters it and one leaves it. A skeleton is an irreducible diagram without insertions. We need to know that insertions can be summed without double counting.

Restore the root, and let $d(A)$ be the number of lines crossing the boundary of $A$. It is even, because equal numbers enter and leave, and it is at least 2 for a nonempty set that is not the whole connected diagram. For two sets,

$$d(A\cap B)+d(A\cup B)\le d(A)+d(B).$$

To see this, count line by line: a line between $A\setminus B$ and $B\setminus A$ contributes 0 on the left and 2 on the right, and every other line contributes equally to both sides. If two insertions overlap, the right side is 4 and each term on the left is at least 2. So $d(A\cup B)=2$, and the union is an insertion. If two disjoint insertions are joined directly by a line, $d(A\cup B)\le4-2=2$, and again the union is an insertion. Maximal insertions are therefore disjoint and not directly joined.

Each maximal insertion is connected, since a separate component would need at least two boundary lines of its own. It is thus a $T$ diagram sitting on a line. Replace each by a plain line. The result has no insertion: otherwise, putting back the pieces on its internal lines would give an insertion of the original diagram containing interactions outside all maximal ones.

Conversely, place nothing or a $T$ diagram on each line of a skeleton. The pieces placed are the maximal insertions of the result. An insertion reaching beyond them could be enlarged by the pieces it touches and then contracted to an insertion of the skeleton, which has none. Replacing lines by chains or back does not affect irreducibility. The correspondence is one to one, rooted diagrams have weight one, and signs multiply. Each skeleton line therefore sums independently to $G_0+G_0TG_0=G$. Hence $\Sigma=\sum_n\Sigma_n[G]$, where $\Sigma_n$ contains every distinct skeleton of order $n$ once, with sign $(-1)^{n+\ell}$.

## Closed skeletons

Call a closed connected diagram a skeleton if cutting any two lines leaves it connected. Removing any line from it gives a self-energy skeleton, and closing any self-energy skeleton gives a closed skeleton.

Suppose two lines disconnect the closed diagram. If the root is one of them, the other disconnects the self-energy diagram, which is reducible. If not, the root has both ends on one side, and the other side is an insertion. In the opposite direction, if one line makes the self-energy diagram reducible, that line and the root disconnect the closed diagram. If there is an insertion, its two boundary lines do so.

## The functional and its derivative

Define

$$\Phi_n[G]=-\frac{(-1)^n}{2^nn!}\sum_{\pi\ \rm skeleton}(-1)^LD_\pi[G]. \tag{5}$$

**The weight.** Multiplying a self-energy diagram by $G$ and tracing restores its root and returns $D_\pi$, whichever line was the root. Its sign is $(-1)^{n+\ell}=-(-1)^{n+L}$. Using (4) from right to left,

$$\mathrm{Tr}\,\Sigma_nG=\frac1{2^nn!}\sum_{\pi\ \rm skeleton}\sum_{a=1}^{2n}\left[-(-1)^{n+L}\right]D_\pi=2n\,\Phi_n.$$

The summand does not depend on $a$, which gives the factor $2n$. So (5) is the functional in (1).

**The derivative.** The product rule applied to $D_\pi$ gives $2n$ terms, one for each removed line. Removing $a\to\pi(a)$, which carries $G(x_{\pi(a)},x_a)$, sets $x_{\pi(a)}=y$ and $x_a=x$. Now use (4) from left to right: every distinct rooted skeleton appears once, with sign $-(-1)^{n+L}=(-1)^{n+\ell}$. Therefore

$$\frac{\delta\Phi_n}{\delta G_{yx}}=(\Sigma_n)_{xy}.$$

Summing over $n$ gives (1). In the form $\frac1{2n}\mathrm{Tr}\,\Sigma_nG$, the explicit $G$ supplies $1/(2n)$ of the result, and the $2n-1$ lines inside $\Sigma_n$ supply the rest.

## In what sense the lines are equivalent

Every line may serve as root, and every rooting enters with the same weight. This does not require a symmetry connecting the lines. Enumeration gives 2, 2, 6 and 20 closed skeletons at orders 1 to 4, and 2, 2, 10 and 82 self-energy skeletons. At orders 1 and 2 the lines of each closed skeleton are related by symmetry. At order 3 this fails for 2 of the 6.

One of these two has a loop of four lines and a loop of two. It has $|{\rm Aut}|=2$, hence $6/2=3$ classes of lines and three self-energy diagrams $\Sigma_1,\Sigma_2,\Sigma_3$ (the subscripts here number the rootings). Their traces with $G$ are equal, and

$$\frac{\delta}{\delta G}\,\frac16\mathrm{Tr}\,\Sigma_iG=\frac16\,(2\Sigma_1+2\Sigma_2+2\Sigma_3)=\frac{\Sigma_1+\Sigma_2+\Sigma_3}3.$$

This is the average, not $\Sigma_i$. For a four-label test matrix, the norm of the difference relative to that of $\Sigma_i$ is 1.798, 0.305 and 0.308 for the three choices. For the sum of all three the difference vanishes to rounding.

No other functional rescues a single rooting. If $\Sigma_i$ were the gradient of some $F$, integration along $sG$ from $s=0$ to 1 would give

$$F[G]-F[0]=\int_0^1ds\,s^{2n-1}\,\mathrm{Tr}\,\Sigma_i[G]\,G=\frac1{2n}\mathrm{Tr}\,\Sigma_iG,$$

whose gradient has just been shown to differ from $\Sigma_i$. An approximation built by selecting whole closed diagrams, each with all its rootings, does have a functional.

## The first two orders

For $n=1$ the identity permutation has $L=2$ and the exchange of the two vertices has $L=1$. Equation (5) gives

$$\Phi_1=\tfrac12\sum_{xy}v_{xy}(G_{xx}G_{yy}-G_{xy}G_{yx}),\qquad \Sigma_{1,xy}=\delta_{xy}\sum_zv_{xz}G_{zz}-v_{xy}G_{xy}.$$

These are the Hartree and Fock terms, evaluated with the full $G$.

For a Hubbard interaction $U$, $v$ joins opposite spins at the same site and time. The exchange term vanishes if $G$ is diagonal in spin, and $\Phi_1=\beta U\sum_in_{i\uparrow}n_{i\downarrow}$, with $n_{i\sigma}$ now the mean occupation. At second order there are two closed skeletons. The one with a single loop has the same spin at all vertices and vanishes. The one with two loops has $L=2$ and $|{\rm Aut}|=4$, so (5) gives it weight $-\frac14$. The two ways of assigning spins to the loops double this:

$$\Phi_2=-\tfrac12U^2\!\int\!\!\int G_\uparrow(12)G_\uparrow(21)G_\downarrow(12)G_\downarrow(21),$$

where the integrals include site sums. In the derivative with respect to $G_\uparrow(21)$, the two $G_\uparrow$ factors contribute equally and cancel the $\frac12$:

$$\Sigma_{2\uparrow}(12)=-U^2G_\uparrow(12)G_\downarrow(12)G_\downarrow(21).$$

## Interaction energy

Replace $\bar\psi$ by $s\bar\psi$ in the integrand of $Z$. A Grassmann integral keeps the terms containing all $N$ factors $\bar\psi_x$, so the integral becomes $s^NZ$, while the exponent becomes $s\bar\psi M\psi-s^2S_{\rm int}$. Differentiating the logarithm at $s=1$ gives $\langle\bar\psi M\psi\rangle-2\langle S_{\rm int}\rangle=N$. By (2) the first term is $\mathrm{Tr}\,MG$, and $\Sigma=M-G^{-1}$ gives $\mathrm{Tr}\,\Sigma G=\mathrm{Tr}\,MG-N$. Hence $\mathrm{Tr}\,\Sigma G=2\langle S_{\rm int}\rangle$. With $\langle S_{\rm int}\rangle=\beta\langle H_{\rm int}\rangle$ and $\mathrm{Tr}\,\Sigma_nG=2n\Phi_n$,

$$\langle H_{\rm int}\rangle=\frac1\beta\sum_nn\,\Phi_n. \tag{6}$$

## Worked example: two Hubbard sites

Take two sites at half filling with hopping $t=1$ as energy unit, $U=1$ and $\beta=4$. These are model parameters. Exact diagonalization supplies $G(\tau)$, which is inserted into the functionals.

Odd orders from $n=3$ on vanish here. The particle-hole map $c_i\to(-1)^ic_i^\dagger$ leaves the Hamiltonian at chemical potential $U/2$ unchanged and implies $G_{ij}(\tau)=-(-1)^{i+j}G_{ji}(-\tau)$ for $\tau\ne0$. Reverse all spin-down loops of a skeleton. This maps the set of order-$n$ skeletons onto itself and keeps $L$. The $n$ spin-down lines give $(-1)^n$, and the site signs cancel because each vertex touches two line ends. So $\Phi_n=(-1)^n\Phi_n$. Order 1 is exempt because its lines have equal times. For $n>1$ a line returning to its own vertex is excluded, since cutting the two lines at the partner vertex would detach that interaction.

Each site has occupation $\frac12$ per spin, so $\Phi_1=4\times1\times2\times\frac14=2$ and $\Phi_1/\beta=0.5$. This is the interaction energy of uncorrelated spins. The second-order functional is $\Phi_2=-0.2124$, and (6) gives

$$\langle H_{\rm int}\rangle\approx\frac{2+2(-0.2124)}4=0.3938,\qquad\text{exact: }0.3833.$$

Correlation keeps opposite spins apart and lowers the interaction energy below the uncorrelated value 0.5. The second-order value is too high by 2.8% of the exact energy; measured against the exact lowering of 0.1167, it misses 9%.

The derivative can be checked along a physical path. Changing the hopping changes $G$, while $U$ and $\beta$ in the functional stay fixed. The finite difference of $\Phi_2$ and $\mathrm{Tr}\,\Sigma_2\,dG/dt$ both give 0.134701.

At the lowest Matsubara frequency, $\pi/\beta=0.785$, the bonding-orbital self-energy without its Hartree part is $-0.0592-0.0221i$ at second order and $-0.0674-0.0273i$ exactly. The difference is 13% of the exact magnitude. The vanishing of $\Phi_3$ at this $G$ does not by itself fix its gradient, but the same reversal applies to $\Sigma_{n\uparrow}$: the removed root is a spin-up line, all $n$ spin-down lines remain, and reversing their loops maps rooted skeletons onto rooted skeletons, so $\Sigma_{n\uparrow}=(-1)^n\Sigma_{n\uparrow}$ for $n>1$. With $\Phi_3=0$ and $\Sigma_3=0$, the first omitted order is $U^4$ for both the energy and the self-energy. Halving $U$ from 0.1 to 0.05 gives measured error powers of 3.999 for the energy and 4.000 for the self-energy.

This model has no third-order term to examine. The numerical check therefore also compares the skeleton series with an exactly evaluated four-label Grassmann integral without that symmetry. Keeping orders up to 1, 2 and 3 leaves errors with measured powers 2.08, 3.13 and 4.17 of the coupling. The expected small-coupling limits are 2, 3 and 4, and the test allows a deviation of 0.2 at the finite couplings used.

## Table of computed values

```
order n | closed skeletons | self-energy skeletons | closed with inequivalent lines
  1 | 2 | 2 | 0
  2 | 2 | 2 | 0
  3 | 6 | 10 | 2
  4 | 20 | 82 | 16
closed skeletons of order 3: loop lengths, automorphisms, line classes
  [3, 3], 6, 1
  [6], 6, 1
  [2, 2, 2], 6, 1
  [2, 4], 2, 3
  [6], 2, 3
  [3, 3], 6, 1
largest relative error of dPhi_n/dG against Sigma_n (four modes)
  n = 1: 8e-17
  n = 2: 1e-16
  n = 3: 4e-16
third-order diagram with loops of 2 and 4 lines:
  one rooting alone, relative mismatch = 1.798
  one rooting alone, relative mismatch = 0.305
  one rooting alone, relative mismatch = 0.308
  all rootings together, relative mismatch = 3e-16
exact Sigma minus skeleton series: measured power of the coupling
  series kept through order 1: power = 2.081
  series kept through order 2: power = 3.131
  series kept through order 3: power = 4.172
Hubbard dimer, energies in units of the hopping t
  U = 1.0 t, beta = 4.0 / t
  filling per site and spin = 0.5000
  Phi_1 = 2.000000 (dimensionless)
  Phi_2 = -0.212385 (dimensionless)
  interaction energy, Phi_1/beta = 0.500000 t
  interaction energy, (Phi_1 + 2 Phi_2)/beta = 0.393808 t
  interaction energy, exact = 0.383258 t
  dPhi_2/dt through G, finite difference = 0.134701 / t
  Tr Sigma_2 dG/dt = 0.134701 / t
  lowest Matsubara frequency = 0.785398 t
  bonding-orbital self-energy there, Hartree part removed:
    exact:        -0.067429 -0.027327 i  t
    second order: -0.059200 -0.022090 i  t
  power of U in the energy error = 3.999
  power of U in the self-energy error = 4.000
```
